# The exchange singularity correction is not a rigid band shift

In a periodic calculation with a hybrid functional, the Coulomb singularity of exact exchange can be repaired by a single number $\xi$. For a closed-shell insulator with a fraction $\alpha$ of full-range exact exchange, this repair changes the eigenvalues by

$$
\varepsilon_{\rm occ}\to\varepsilon_{\rm occ}-\alpha\xi,\qquad
\varepsilon_{\rm empty}\to\varepsilon_{\rm empty},\qquad
E_{\rm gap}\to E_{\rm gap}+\alpha\xi .
$$

Here $\xi$ is minus the Madelung potential of a unit point charge repeated in the Born–von Karman supercell, the large cell whose size is set by the k-point mesh. It is positive for the cubic supercell treated below, and the levels meant are those at the k-points of the mesh. The orbitals and the density do not change. Since $\xi$ vanishes as the mesh is refined by the same factor along all three axes, the correction removes a finite-mesh error from the gap and leaves the converged gap as it is.

## The belief and its appeal

The contrary belief is that the correction moves all bands together, so that gaps may be read off without it. There are good reasons to find this plausible. The divergence sits at zero momentum transfer, and the zero-momentum part of a potential is its spatial average. The average of the Hartree or any other local potential is a constant $c$, with matrix elements $\langle i|c|l\rangle=c\,\delta_{il}$. It multiplies the identity and moves every level equally. Moreover, $\xi$ depends on no orbital and no band.

The argument fails because exchange is not a local potential. Its zero-momentum part multiplies the projector on the occupied orbitals, not the identity.

## Exchange as a sum over momentum transfers

Hartree atomic units are used. Let the crystal be simple cubic with lattice constant $a$, and let the mesh be $N\times N\times N$. The orbitals $\varphi_i$ are normalized in the supercell of side $L=Na$ and volume $V=L^3$. For one spin, the exchange operator has matrix elements

$$
\langle i|K|l\rangle=-\sum_{j\,\rm occ}\iint
\frac{\varphi_i^*(\mathbf r)\varphi_j(\mathbf r)\,\varphi_j^*(\mathbf r')\varphi_l(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
$$

The pair density $\varphi_j^*\varphi_l$ is periodic in the supercell, with Fourier coefficients $\rho_{jl}(\mathbf Q)=\langle\varphi_j|e^{-i\mathbf Q\cdot\mathbf r}|\varphi_l\rangle$. The Coulomb interaction is $4\pi/Q^2$ in Fourier space, so

$$
\langle i|K|l\rangle=-\frac1V\sum_{\mathbf Q}\frac{4\pi}{Q^2}\sum_{j\,\rm occ}\rho_{ji}^*(\mathbf Q)\,\rho_{jl}(\mathbf Q). \tag{1}
$$

The vectors $\mathbf Q$ are the reciprocal vectors of the supercell. The term $\mathbf Q=0$ is undefined, and the uncorrected calculation omits it.

For the diagonal element, define $S_i(\mathbf Q)=\sum_{j\,\rm occ}|\rho_{ji}(\mathbf Q)|^2$. Write the orbitals as $e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$. Multiplication by $e^{-i\mathbf Q\cdot\mathbf r}$ lowers the wave vector by $\mathbf Q$, which leaves

$$
S_i(\mathbf Q)=\sum_{m\,\rm occ}|\langle u_{m,\mathbf k-\mathbf Q}|u_{i\mathbf k}\rangle|^2 .
$$

This sum is the expectation value, in $u_{i\mathbf k}$, of the projector on the occupied bands at $\mathbf k-\mathbf Q$. As $\mathbf Q\to0$ it tends to the projector at $\mathbf k$, even where degenerate bands mix among themselves and the single overlaps do not approach $\delta_{mi}$. Hence $S_i\to1$ if $i$ is occupied and $S_i\to0$ if it is empty. This is the whole origin of the unequal treatment: the singularity $4\pi/Q^2$ survives for occupied states and is cancelled for empty ones.

The next order is needed to judge what remains. For an empty state, the overlap with occupied band $m$ is linear in $\mathbf Q$, so

$$
S_i(\mathbf Q)\simeq\sum_{m\,\rm occ}|\mathbf Q\cdot\mathbf x_{mi}|^2,\qquad
\mathbf x_{mi}=i\langle u_m|\nabla_{\mathbf k}u_i\rangle .
$$

For an occupied state, completeness makes the sum of squared overlaps over all bands equal to one. Subtracting the empty bands gives

$$
S_i(\mathbf Q)\simeq1-\sum_{c\,\rm empty}|\mathbf Q\cdot\mathbf x_{ci}|^2 .
$$

A gap guarantees these expansions, because the projector $P_{\mathbf k}$ on the occupied bands then varies smoothly with $\mathbf k$. At a degenerate level the single bands need not be smooth; the dipole between an occupied and an empty state is then read as the matrix element of $i\nabla_{\mathbf k}P_{\mathbf k}$ between them, which it equals up to a sign.

## How large is the missing term?

On an infinitely fine mesh the sum becomes an integral, in which $1/Q^2$ is harmless because the volume element supplies $Q^2$. The error of the uncorrected exchange expectation value, finite mesh minus infinite mesh, is therefore $D[4\pi S_i/Q^2]$, where

$$
D[f]=\int\!\frac{d^3Q}{(2\pi)^3}f(\mathbf Q)-\frac1V\sum_{\mathbf Q\ne0}f(\mathbf Q).
$$

The sign is positive because exchange is negative: $-\text{sum}-(-\text{integral})=\text{integral}-\text{sum}$.

Consider first $f_s=4\pi e^{-sQ^2}/Q^2$, and define $\xi=\lim_{s\to0}D[f_s]$. The integral in $D[f_s]$ is

$$
\frac{(4\pi)^2}{(2\pi)^3}\int_0^\infty e^{-sQ^2}dQ=\frac2\pi\cdot\frac12\sqrt{\frac{\pi}{s}}=\frac1{\sqrt{\pi s}} .
$$

To reach the limit, take $\sigma<s$. The difference $g=f_\sigma-f_s$ is smooth, with $g(0)=4\pi(s-\sigma)$. Poisson's formula says $V^{-1}\sum_{\mathbf Q}g(\mathbf Q)=\sum_{\mathbf R}\hat g(\mathbf R)$, where $\mathbf R$ runs over the supercell lattice and $\hat g(\mathbf R)=\int d^3Q\,g\,e^{i\mathbf Q\cdot\mathbf R}/(2\pi)^3$. The term $\hat g(0)$ is the integral itself, so

$$
D[g]=\frac{g(0)}V-\sum_{\mathbf R\ne0}\hat g(\mathbf R). \tag{2}
$$

The transform of $f_s$ is the potential of a Gaussian charge, $\operatorname{erf}(R/2\sqrt s)/R$. As $\sigma\to0$, $\hat g(\mathbf R)$ tends to $\operatorname{erfc}(R/2\sqrt s)/R$, and

$$
\xi=D[f_s]+\frac{4\pi s}V-\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(R/2\sqrt s)}R . \tag{3}
$$

With $s=1/(4\eta^2)$ and $D[f_s]$ written out, this is the Ewald formula

$$
\xi=\frac{2\eta}{\sqrt\pi}+\frac{\pi}{\eta^2V}-\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\eta R)}R-\frac1V\sum_{\mathbf Q\ne0}\frac{4\pi}{Q^2}e^{-Q^2/4\eta^2}.
$$

It is minus the potential felt by a unit point charge from its periodic images and a neutralizing background. The value does not depend on $\eta$. Choosing $\eta\propto1/L$ makes every term proportional to $1/L$, so $\xi=C/L$; for the cubic supercell the sum gives $C=2.8373$.

## The correction is a projector

The repair assigns the omitted term of (1) the weight $\xi$ in place of $V^{-1}4\pi/Q^2$. Since $\rho_{jl}(0)=\langle\varphi_j|\varphi_l\rangle$, the added operator has matrix elements

$$
\langle i|\Delta K|l\rangle=-\xi\sum_{j\,\rm occ}\langle\varphi_i|\varphi_j\rangle\langle\varphi_j|\varphi_l\rangle,
\qquad\text{that is,}\qquad \Delta K=-\xi P .
$$

Here $P$ projects on the occupied orbitals of one spin. The hybrid operator $F$ contains $\alpha K$ and so acquires $-\alpha\xi P$.

Self-consistency does not spoil the result. Let $P_0$ be the uncorrected solution, with $F[P_0]\varphi_i=\varepsilon_i\varphi_i$. Then

$$
\bigl(F[P_0]-\alpha\xi P_0\bigr)\varphi_i=(\varepsilon_i-\alpha\xi n_i)\varphi_i,
$$

with $n_i=1$ for occupied and $n_i=0$ for empty orbitals. The orbitals are still eigenfunctions. The occupied levels have moved down, so they are still the lowest, and $P_0$ solves the corrected problem too.

One may add a constant to all levels and write $-\alpha\xi P=-\alpha\xi+\alpha\xi(1-P)$. With that choice of energy zero the occupied levels stay and the empty ones rise. The gap opens by $\alpha\xi$ either way.

The total energy hides this distinction. Exchange is quadratic in the density matrix, and its energy carries a factor one half: for occupations $n_i$ of the spin-orbitals, the correction is $-\tfrac12\alpha\xi\sum_in_i^2$. With $N_e$ electrons per cell, all in filled orbitals, it is $-\tfrac12\alpha\xi N_e$ per cell, whichever orbitals are filled. Yet its derivative with respect to $n_i$ is $-\alpha\xi n_i$, which is $-\alpha\xi$ for a filled orbital and zero for an empty one. A constant in the energy at fixed electron number is thus no evidence for a rigid shift of the eigenvalues.

## A number for the gap

Take a model crystal with $a=6$ bohr and two electrons per cell in the external potential $-2v\,[\cos(2\pi x/a)+\cos(2\pi y/a)+\cos(2\pi z/a)]$, $v=0.30$ Ha. The functional combines one quarter exact exchange with three quarters local-density exchange, and has no correlation. On a $2\times2\times2$ mesh, $L=12$ bohr and

$$
\alpha\xi=\frac14\times\frac{2.8373}{12}\ \text{Ha}=0.0591\ \text{Ha}\approx1.61\ \text{eV}.
$$

The basis is a small set of plane waves with $|\mathbf k+\mathbf G|^2\le5(2\pi/a)^2$, a kinetic-energy cutoff of about 2.7 Ha. The absolute values below belong to this basis and are not converged in the third decimal; the shift $\alpha\xi$ does not depend on the basis. Two separate self-consistent calculations, without and with the zero-momentum exchange term, give:

- highest occupied level: $-0.6497\to-0.7088$ Ha;
- lowest empty level: $-0.1916\to-0.1916$ Ha;
- gap: $0.4581\to0.5172$ Ha, or $12.5\to14.1$ eV;
- total energy per cell: $-1.4953\to-1.5544$ Ha.

The gap changes by $0.5172-0.4581=0.0591$ Ha, which is $\alpha\xi$. A rigid shift would have changed it by zero. The energy changes by the same amount because $\tfrac12\alpha\xi N_e=\alpha\xi$ for $N_e=2$. The numerical check also tests the occupied level and six empty levels at each of the eight k-points: the former all move by $-\alpha\xi$, and the latter stay fixed within the numerical convergence.

## Is the unequal shift the right one?

So far the correction has been shown to act unequally. It remains to show, with the orbitals held fixed, that this removes the leading finite-mesh error, of order $1/L$, from the occupied levels, and that the empty levels, which it leaves alone, have no error of that order.

Take an occupied state for which the quadratic term is isotropic, $S_i=1-gQ^2+\dots$, where $g$ is the sum of the squared dipoles to the empty bands along one axis. Terms odd in $\mathbf Q$ cancel between $\mathbf Q$ and $-\mathbf Q$ in both the sum and the integral, here and for the empty state below, so only the even part of $S_i$ matters; it equals $e^{-gQ^2}$ up to terms of order $Q^4$. Equation (3) with $s=g$ gives $D[f_g]=\xi-4\pi g/V$, apart from the complementary error functions, which are negligible for large $L$. The neglected part of $4\pi S_i/Q^2$ starts as a direction-dependent function of degree two in $Q$. Its Fourier transform falls off as $R^{-5}$, so by (2) it contributes at order $L^{-5}$. Therefore

$$
\text{error}_{\rm occ}=\xi-\frac{4\pi g}V+O(L^{-5}). \tag{4}
$$

For an empty state coupled to one occupied band by a dipole $x$ along the $x$ axis, the leading integrand is $4\pi|x|^2Q_x^2/Q^2$. Give it a factor $e^{-sQ^2}$, which alters it only at the next order. The integral and the cubic sum are both unchanged when the axes are permuted, so $Q_x^2$ may be replaced by $Q^2/3$. What is left is the smooth function $\tfrac43\pi|x|^2e^{-sQ^2}$, and (2) gives

$$
\text{error}_{\rm empty}=\frac{4\pi|x|^2}{3V}+O(L^{-5}). \tag{5}
$$

The uncorrected empty level is thus not free of error, but its error falls as $1/L^3$. Lowering it by $\xi$ would introduce an error of order $1/L$.

To test this, the orbitals are frozen as those of the bare cosine potential, and the full exchange expectation value (fraction 1) is computed for the highest occupied state, at $\mathbf k=(\pi/a)(1,1,1)$, and the lowest empty state, at $(\pi/a)(1,0,0)$. The infinite-mesh values come from a separate integral: $-0.6530$ and $-0.0898$ Ha. The errors relative to them, in Ha, are:

| $N$ | occupied, raw | occupied, corrected | empty, raw | empty, shifted by $-\xi$ |
|---|---|---|---|---|
| 2 | 0.2261 | −0.0104 | 0.0035 | −0.2329 |
| 4 | 0.1171 | −0.0011 | 0.0004 | −0.1179 |
| 8 | 0.0590 | −0.0001 | 0.0000 | −0.0591 |

The columns "occupied, corrected" and "empty, shifted by $-\xi$" together show the rigid-shift prescription: it repairs the occupied level and damages the empty one. The exchange part of the gap would keep its raw error, $-0.0589$ Ha at $N=8$. Correcting the occupied level alone reduces this to $0.0002$ Ha.

The small remainders can be predicted. For a local potential, differentiating the equation for $u_{m\mathbf k}$ and projecting on another band gives dipoles equal in magnitude to momentum matrix elements divided by energy differences. Here $g=1.122$ and $|x|^2=1.114$ bohr². At $N=8$, $V=48^3=110592$ bohr³, so

$$
-\frac{4\pi g}{V}=-1.275\times10^{-4}\ \text{Ha},\qquad
\frac{4\pi|x|^2}{3V}=4.22\times10^{-5}\ \text{Ha}.
$$

The computed remainders are $-1.296\times10^{-4}$ and $4.3\times10^{-5}$ Ha, within 2% of these leading-order values.

## Where the statement stops

The shift $\alpha\xi$ belongs to a particular mesh. For $\alpha=1/4$ and this cubic cell, bringing it below $0.001$ Ha without any correction would need $L>0.25\times2.8373/0.001\approx709$ bohr, or at least 119 k-points along each axis. In the limit $L\to\infty$ the corrected and uncorrected gaps agree.

Fractional occupations change the rule. At a fixed density matrix that commutes with $F$, a level with occupation $n_i$ moves by $-\alpha\xi n_i$, but the occupations may then readjust, and the argument that the old solution survives no longer applies. In a metal the expansion of $S_i$ about $\mathbf Q=0$ fails for states at the Fermi surface. For the other states $S_i$ jumps at finite $\mathbf Q$, where $\mathbf k-\mathbf Q$ crosses the Fermi surface, so the derivation of the remainders in (4) and (5) does not carry over.

For screened exchange with the interaction $\operatorname{erfc}(\omega r)/r$, the kernel is $4\pi(1-e^{-Q^2/4\omega^2})/Q^2$. It tends to the finite value $\pi/\omega^2$ at $Q=0$, so there is no singularity to repair. The zero-momentum term must still be kept, and by the same algebra it contributes $-\alpha\pi P/(\omega^2V)$: again a projector, and again a shift of the occupied levels alone.

## Numbers as computed

```
lattice constant a = 6.0 bohr; cell volume = 216.0 bohr^3
potential coefficient v = 0.30 Ha; exchange fraction = 0.25
SCF mesh = 2x2x2; supercell side = 12.0 bohr
xi = 0.236441 Ha; xi times side = 2.837297 (dimensionless)
alpha*xi = 0.059110 Ha = 1.6085 eV
SCF results, without -> with the correction:
highest occupied: -0.649727 -> -0.708838 Ha
lowest empty: -0.191594 -> -0.191594 Ha
gap: 0.458134 -> 0.517244 Ha
gap: 12.4665 -> 14.0749 eV
total energy per cell: -1.495273 -> -1.554383 Ha
occupied shifts, min and max over k: -0.059110, -0.059110 Ha
largest shift of six empty levels per k: 3.4e-10 Ha
largest density change: 5.2e-12 bohr^-3
Frozen-orbital exchange (full exchange, fraction 1), infinite mesh:
occupied state at R: -0.652964 Ha
empty state at X: -0.089835 Ha
exchange part of gap: 0.563129 Ha
Errors, finite mesh minus infinite mesh, all in Ha:
N=2: xi 0.236441; occupied raw 0.226059, corrected -0.010383
N=2: empty raw 0.003541, if wrongly shifted -0.232901
N=2: gap part raw -0.222518, corrected 0.013924
N=4: xi 0.118221; occupied raw 0.117126, corrected -0.001094
N=4: empty raw 0.000365, if wrongly shifted -0.117856
N=4: gap part raw -0.116761, corrected 0.001459
N=8: xi 0.059110; occupied raw 0.058981, corrected -0.000130
N=8: empty raw 0.000043, if wrongly shifted -0.059067
N=8: gap part raw -0.058938, corrected 0.000172
sum of squared dipoles g = 1.122057 bohr^2
squared dipole to the empty band = 1.113685 bohr^2
N=8 predicted occupied remainder = -1.275e-04 Ha; found -1.296e-04 Ha
N=8 predicted empty remainder = 4.218e-05 Ha; found 4.294e-05 Ha
```
